# The specific mass shift in terms of Vinti integrals, part 2

The specific mass shift of an atom with nuclear mass $M$ and electron mass $m$ is the expectation value of the recoil operator

$$H_{\rm SMS}=\frac1M\sum_{i<j}\mathbf p_i\cdot\mathbf p_j=-\frac{\hbar^2}{M}\sum_{i<j}\nabla_i\cdot\nabla_j .\tag{1}$$

The normal mass term $(m/M)T$, with $T$ the electronic kinetic energy, is separate. The orbitals are $\psi_{nlm}=r^{-1}P_{nl}(r)\,Y_{lm}$, with $P$ real, normalized and common to a shell; as an index, $m$ is the projection. Spherical vector components obey

$$\mathbf a\cdot\mathbf b=\sum_q(-1)^qa_qb_{-q},\tag{6}$$

and the position vector has $x_q=rC^1_q$, $C^1_q=\sqrt{4\pi/3}\,Y_{1q}$. The product rule is $\Delta(uv)=u\Delta v+v\Delta u+2\nabla u\cdot\nabla v$. It has been proved that

$$\langle nlm|\nabla_q|n'l'm'\rangle=V(nl,n'l')\,\langle lm|C^1_q|l'm'\rangle ,\tag{2}$$

which vanishes unless $l'=l\pm1$. With the Vinti integral (unit m$^{-1}$, larger $l$ first)

$$J(nl,n'\,l{-}1)=\int_0^\infty P_{nl}\left(\frac{d}{dr}-\frac lr\right)P_{n'\,l-1}\,dr ,\tag{3}$$

$V(nl,n'\,l{-}1)=+J$ and $V(n'\,l{-}1,nl)=-J$. The angular factors $c^1(lm,l'm')=\langle lm|C^1_{m-m'}|l'm'\rangle$ satisfy

$$c^1(l'm',lm)=\int Y^*_{l'm'}C^1_{-q}Y_{lm}\,d\Omega=(-1)^q\Big[\int Y^*_{lm}C^1_qY_{l'm'}\,d\Omega\Big]^*=(-1)^{m-m'}c^1(lm,l'm'),\tag{11}$$

$$\sum_{m'}c^1(lm,l{-}1\,m')^2=\frac l{2l+1},\qquad\sum_mc^1(lm,l{-}1\,m')^2=\frac l{2l-1},\tag{12}$$

and the sum over both projections is $l$. Each $c^1(lm,l{-}1\,m')$ is a positive root; its square is $1/3$ for every $s$–$p$ pair and $6/15$ for $(d_{\pm2},p_{\pm1})$.

Two claims are still to be proved. Matrix elements of (1) follow from the $k=1$ part of the Coulomb matrix element between the same states by

$$R^1(ab,cd)\;\to\;-\frac{\hbar^2}{M}\,V(a,c)\,V(b,d),\tag{4}$$

and the configuration average, with shell occupations $w$, is

$$E_{\rm SMS}^{\rm av}=-\frac{\hbar^2}{M}\sum_{l_a=l_b+1}w_aw_b\,\frac{l_a}{2(4l_a^2-1)}\,J(a,b)^2 .\tag{5}$$

A worked example, selenium, comes after this part.

## The parallel with the Coulomb interaction

The repulsion has the Legendre expansion

$$\frac{e^2}{4\pi\varepsilon_0r_{12}}=\frac{e^2}{4\pi\varepsilon_0}\sum_k\frac{r_<^k}{r_>^{k+1}}\,\mathcal P_k(\cos\gamma),$$

with $\gamma$ the angle between $\mathbf r_1$ and $\mathbf r_2$. For $k=1$, $\mathcal P_1=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2=\sum_q(-1)^qC^1_q(1)C^1_{-q}(2)$ by (6). Let $a,b,c,d$ be spin orbitals and $\langle ab|g|cd\rangle$ the integral with electron 1 in $a,c$ and electron 2 in $b,d$. Define

$$R^k(ab,cd)=\frac{e^2}{4\pi\varepsilon_0}\iint P_a(r_1)P_b(r_2)\frac{r_<^k}{r_>^{k+1}}P_c(r_1)P_d(r_2)\,dr_1dr_2 ,$$

in joules, with $G^k(a,b)=R^k(ab,ba)$ and $F^k(a,b)=R^k(ab,ab)$, and the spin-angular factor

$$\mathcal A(ab,cd)=\delta_{s_as_c}\delta_{s_bs_d}\sum_q(-1)^q\langle a|C^1_q|c\rangle\langle b|C^1_{-q}|d\rangle .$$

The $k=1$ part of the Coulomb integral is $R^1(ab,cd)\,\mathcal A(ab,cd)$. For the pair operator $g=-(\hbar^2/M)\nabla_1\cdot\nabla_2$, (6) and (2) give

$$\langle ab|g|cd\rangle=-\frac{\hbar^2}M\,\delta_{s_as_c}\delta_{s_bs_d}\sum_q(-1)^q\langle a|\nabla_q|c\rangle\langle b|\nabla_{-q}|d\rangle=-\frac{\hbar^2}MV(a,c)V(b,d)\,\mathcal A(ab,cd).$$

The same $\mathcal A$ appears in both. A matrix element of any symmetric two-electron operator between determinants built from one orthonormal set of spin orbitals is a sum of integrals $\langle ab|g|cd\rangle$ whose coefficients come from antisymmetry and orthonormality alone and do not depend on $g$. This proves (4). The double radial integral of the Coulomb case is replaced by a product of two single integrals because $\nabla_1\cdot\nabla_2$ is itself a sum of products.

The sign of the replacement depends on the directions of the two steps. If one electron steps up in $l$ and the other down, say $l_a=l_c+1$ and $l_b=l_d-1$, then $V(a,c)V(b,d)=-J(a,c)J(d,b)$ and $R^1\to+(\hbar^2/M)J(a,c)J(d,b)$. If both step up, or both down, the two signs of $V$ are equal and $R^1\to-(\hbar^2/M)JJ'$. Exchange is always of the first kind: $V(a,b)V(b,a)=-J^2$ whichever of $a,b$ has the larger $l$, so

$$G^1(a,b)\to+\frac{\hbar^2}MJ^2 .\tag{13}$$

Rule (13) refers to the unscaled integral $G^1$. Where energies are written with scaled parameters such as $G_1=G^1/3$ for $sp$ or $G_1=G^1/15$ for $pd$, the divisor must be carried over.

## A single determinant

For a normalized determinant, $\langle\Phi|\sum_{i<j}g_{ij}|\Phi\rangle=\sum_\pi(-1)^\pi\langle\phi_1\cdots\phi_N|\sum g_{ij}|\pi(\phi_1\cdots\phi_N)\rangle$ over all permutations $\pi$. In the term $g_{ij}$ the other $N-2$ electrons give overlaps, which vanish unless $\pi$ leaves their orbitals in place. Only the identity and the transposition of $i$ and $j$ survive, so

$$E=\sum_{a<b}\big[\langle ab|g|ab\rangle-\langle ab|g|ba\rangle\big].$$

The direct term contains $V(a,a)$, which is zero because $l\neq l\pm1$; in the Coulomb list this is the absence of $F^1$. In the exchange term only $q=m_a-m_b$ contributes, and by (11)

$$\mathcal A(ab,ba)=\delta_{s_as_b}(-1)^qc^1(a,b)\,c^1(b,a)=\delta_{s_as_b}\,c^1(a,b)^2 .$$

Therefore

$$E_{\rm SMS}=-\frac{\hbar^2}M\sum_{a<b}\delta_{s_as_b}\,c^1(a,b)^2J^2 ,\tag{14}$$

over pairs with $|l_a-l_b|=1$, in parallel with $-\delta_{s_as_b}c^1(a,b)^2G^1(a,b)$ in the Coulomb energy. The sign can be confirmed without angular algebra: since $\mathbf p$ is Hermitian, $\langle ab|g|ba\rangle=M^{-1}\langle a|\mathbf p|b\rangle\cdot\langle b|\mathbf p|a\rangle=M^{-1}|\langle a|\mathbf p|b\rangle|^2\ge0$, and it enters with a minus sign.

The meaning is that of an exchange hole in momentum space. Independent electrons in orbitals of definite parity have uncorrelated momenta of zero mean, and $\langle\mathbf p_1\cdot\mathbf p_2\rangle=0$. In a single determinant antisymmetry keeps electrons of equal spin from having equal momenta, and by (14) the average of $\mathbf p_1\cdot\mathbf p_2$ is then never positive. Where it is negative, the total electronic momentum fluctuates less, and the nucleus recoils less, than the normal mass term alone implies. Pairs in the same shell, and pairs with $l$ differing by 0 or by 2 or more, do not contribute; an $s$–$d$ pair has $G^2$ only, and no mass shift.

## Shell averages and closed shells

Take shell $a$ with quantum number $l$, $4l+2$ spin orbitals and $w_a$ electrons, and shell $b$ with $l-1$, $4l-2$ spin orbitals and $w_b$ electrons. In the set of all determinants of the configuration, a given spin orbital of $a$ is occupied in the fraction $w_a/(4l+2)$ of them, a given one of $b$ in the fraction $w_b/(4l-2)$, and the two choices are independent. The sum of $\delta_{s_as_b}c^1(a,b)^2$ over all pairs of spin orbitals is $2l$, two spin directions times the double sum $l$ of (12). The average coefficient of $-(\hbar^2/M)J^2$ is

$$w_aw_b\frac{2l}{(4l+2)(4l-2)}=w_aw_b\frac l{2(4l^2-1)},$$

which is (5). For $l=1,2,3$ the factor is $1/6$, $2/30=1/15$, $3/70$. The trace of an operator does not depend on the basis, so the average over determinants equals the average over terms weighted with $(2L+1)(2S+1)$. Direct enumeration of all determinants of $s\,p^2$, $p^2d$ and $d\,f^2$, with the gradient elements from the three-dimensional quadrature, gave 0.16666667, 0.06666667 and 0.04285714, equal to the three fractions.

If one shell of a pair is closed, the average is exact for every state. By (12), an electron with quantum number $l$ outside a closed $l-1$ shell has the coefficient $l/(2l+1)$ whatever its $m$ and spin, since it meets exactly one closed-shell partner of its own spin for each $m'$; this equals $(4l-2)\,l/[2(4l^2-1)]$. An electron with $l-1$ and a closed $l$ shell has $l/(2l-1)=(4l+2)\,l/[2(4l^2-1)]$. So all diagonal elements have the same closed-shell part. Off-diagonal elements have none. Two determinants of the configuration that differ in one orbital, $a\to a'$ within a shell, would be coupled through $\mathcal A(ab,ba')$, which needs $s_a=s_{a'}$ and, because the two factors carry $q$ and $-q$, $m_a=m_{a'}$, that is $a=a'$. Determinants that differ in two orbitals are coupled by an integral over those open-shell orbitals only. In a configuration with a single open shell that integral vanishes too, by the selection rule on $l$, and all terms have the same specific mass shift as long as they share radial functions.

## Terms

Term dependence arises from pairs of open shells with $|l_a-l_b|=1$. The operator (1) is a spin-free scalar and commutes with $\mathbf L$ and $\mathbf S$, so within a configuration the sum of the diagonal elements over the determinants of given $M_L,M_S$ equals the sum of the values of the terms that have such a component. Let $\kappa$ denote the coefficient of $(\hbar^2/M)J^2$, or of $G^1$, for the open pair. A subscript gives $m$ and an arrow the spin.

For $sp$: the determinant $s^\uparrow p_1^\uparrow$ is alone with $M_L=1$, $M_S=1$ and belongs to $^3P$, so $\kappa(^3P)=-1/3$. With $M_L=1$, $M_S=0$ there are $s^\uparrow p_1^\downarrow$ and $s^\downarrow p_1^\uparrow$, each with diagonal value zero, so $\kappa(^3P)+\kappa(^1P)=0$ and $\kappa(^1P)=+1/3$. The weighted mean is $[9(-\frac13)+3(\frac13)]/12=-\frac16$, as in (5). The singlet has a positive shift although (14) is never positive; it is not a single determinant.

For $pd$: $p_1^\uparrow d_2^\uparrow$ is $^3F$ with $\kappa=-6/15$, and the same argument at $M_L=3$, $M_S=0$ gives $\kappa(^1F)=+6/15$. The Coulomb splitting of these two terms contains $G^3$ as well as $G^1$, so here the mass shift of the splitting is not proportional to the splitting.

For $sp^5$: at $M_S=1$ the $s$ electron has spin up and meets three $p$ electrons of spin up, so $\kappa(^3P)=-3\cdot\frac13=-1$. At $M_S=0$ and fixed $M_L$ the hole has the same spin as the $s$ electron. There are two determinants, and in each the $s$ electron meets two parallel $p$ electrons, $-\frac23$. The sum is $-\frac43$, so $\kappa(^1P)=-\frac43+1=-\frac13$. The mean is $[9(-1)+3(-\frac13)]/12=-\frac56$, which is $-w_aw_b/6$ with $w_aw_b=5$. Relative to the average,

$$E(^3P)=E^{\rm av}-\tfrac16\tfrac{\hbar^2}MJ^2,\qquad E(^1P)=E^{\rm av}+\tfrac12\tfrac{\hbar^2}MJ^2 .\tag{15}$$

As a test, the full matrix of (1) for six electrons in the eight $4s,4p$ spin orbitals of the example below was built in second quantization from analytic three-dimensional gradient integrals. Its $sp^5$ block has the eigenvalues $-1.000000$ (nine times) and $-0.333333$ (three times), mean $-0.833333$, in units of $(\hbar^2/M)J^2$, and its traceless part coincides element by element with that of the Coulomb matrix in units of $G^1$.

## Configuration interaction and the reversed sign

The integrals $R^1(ss,pp)$ and $G^1(s,p)=R^1(sp,ps)$ have the same integrand, $P_sP_p(r_1)\,P_sP_p(r_2)\,r_</r_>^2$, and are equal. Their images under (4) are not. In $R^1(ss,pp)$ both electrons step down, $V(s,p)V(s,p)=(-J)^2=+J^2$, and

$$R^1(ss,pp)\to-\frac{\hbar^2}MJ^2 .$$

A list of Coulomb matrix elements in which $R^1(ss,pp)$ has been renamed $G^1$ gives the wrong sign if (13) is applied to it.

Consider the coupling of $s^2p^4$ to $p^6$. The closed shell $p^6$ is reached from the three determinants in which $p_m^\uparrow$ and $p_{-m}^\downarrow$ are empty. For each, $q=-m$, and by (11) $c^1(00,1m)=(-1)^m/\sqrt3$, so $\mathcal A(s^\uparrow s^\downarrow,p_m^\uparrow p_{-m}^\downarrow)=(-1)^m\cdot\frac13$; the exchanged integral vanishes by spin. The three elements have magnitude $1/3$, and the coupling vector has the length $\sqrt{3/9}=1/\sqrt3$. It defines the one combination that couples to $p^6$, which must be the $^1S$ term of $p^4$. The numerical matrices give the length 0.577350 and the ratio $-1.000000$ between the mass-shift and the Coulomb coefficients.

The consequence is a positive term linear in the mixing coefficient. Let $\Phi_1=p^6$ lie an energy $\Delta>0$ above $\Phi_0=s^2p^4\,{}^1S$, with Coulomb element $\eta G^1/\sqrt3$ and recoil element $-\eta(\hbar^2/M)J^2/\sqrt3$, where $\eta=\pm1$ depends on phase choices. First-order mixing gives $\Phi_0+c\Phi_1$ with $c=-\eta G^1/(\sqrt3\Delta)$, and the part of the mass shift linear in $c$ is

$$2c\Big(-\eta\frac{\hbar^2}M\frac{J^2}{\sqrt3}\Big)=+\frac23\,\frac{G^1}\Delta\,\frac{\hbar^2}MJ^2 .$$

The same holds for $s^2$ mixing with $p^2$. Angular correlation of an $s^2$ pair through the $p$ shell makes $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ of that pair positive, opposite to the effect of exchange, and it is linear in the mixing coefficient. A single-configuration value omits this term.

The linear term does not fix the sign of the total change. The mixing also adds $c^2$ times the difference of the diagonal shifts of $\Phi_1$ and $\Phi_0$, which by (5) is $(\hbar^2/M)[-\frac23J(2p,1s)^2+\frac43J(2p,2s)^2]$ for $1s^22s^22p^4\to1s^22p^6$. In the second shell $J(2p,1s)$ grows with $Z$ while $J(2p,2s)$ stays small and $c$ stays finite, so this term can win. In units of $(m/M)E_h$, with the Hartree energy $E_h=\hbar^2/ma_0^2$ and frozen Hartree–Fock orbitals, the linear and quadratic terms are $+0.095$ and $-0.079$ for O and $+0.104$ and $-0.183$ for Ne$^{2+}$, but $+0.103$ and $+0.016$ for Se. For $2s^2$–$2p^2$ mixing with optimized orbitals they are $+0.042$ and $-0.036$ in Be and $+0.059$ and $-0.081$ in B$^+$.

## Local potentials and hydrogenic limits

If both orbitals are eigenfunctions of one Hamiltonian $h=-(\hbar^2/2m)\Delta+U(r)$ with a local potential, then $[\Delta,x_q]=2\nabla_q$ (from the product rule above) and $[U,x_q]=0$, so $[h,x_q]=-(\hbar^2/m)\nabla_q$. Between eigenfunctions the left side is $(\varepsilon_a-\varepsilon_b)\langle a|x_q|b\rangle$. Since $x_q=rC^1_q$, the angular factor is that of (2) and cancels:

$$J(a,b)=-\frac m{\hbar^2}(\varepsilon_a-\varepsilon_b)\int P_a\,r\,P_b\,dr .\tag{16}$$

For hydrogenic functions put $\zeta=Z/a_0$, $P_{1s}=2\zeta^{3/2}re^{-\zeta r}$ and $P_{2p}=\zeta^{5/2}r^2e^{-\zeta r/2}/(2\sqrt6)$. Directly from (3), $(d/dr-1/r)P_{1s}=-\zeta P_{1s}$, and with $\int r^ne^{-\beta r}dr=n!/\beta^{n+1}$,

$$J(2p,1s)=-\zeta\,\frac{\zeta^4}{\sqrt6}\,\frac{3!}{(3\zeta/2)^4}=-\frac{96}{81\sqrt6}\,\zeta=-\frac{16\sqrt6}{81}\frac Z{a_0}.$$

From (16), $\varepsilon_{2p}-\varepsilon_{1s}=\frac38\hbar^2\zeta^2/m$ and $\int P_{2p}rP_{1s}dr=(\zeta^4/\sqrt6)\,4!/(3\zeta/2)^5=128\sqrt6/(243\zeta)$, and $\frac38\cdot\frac{128}{243}=\frac{16}{81}$ gives the same value. Quadrature for $Z=1$ gives $-0.483850/a_0=-9.143437\times10^9$ m$^{-1}$; (3) and (16) were also found equal for $(3p,2s)$, $(3d,2p)$ and $(4f,3d)$.

For the configuration $1s2p$ of a two-electron ion these functions become exact in the limit $Z\to\infty$ of the nonrelativistic Hamiltonian; at finite $Z$ the electron repulsion gives corrections of relative order $1/Z$, and at large $Z$ relativistic effects enter. In that limit $J^2=(1536/6561)Z^2/a_0^2$ and $\hbar^2/Ma_0^2=(m/M)E_h$ with the Hartree energy $E_h=\hbar^2/ma_0^2$. The $sp$ coefficients give $E_{\rm SMS}=\mp\frac{512}{6561}(m/M)Z^2E_h$ for $^3P$ and $^1P$. The shift grows as $Z^2$, while $G^1$, an inverse length times $e^2/4\pi\varepsilon_0$, grows as $Z$. The parallel is one of angular coefficients, and there is no fixed ratio between $J^2$ and $G^1$. Equation (16) shows this in another way: for degenerate hydrogenic levels $J(np,ns)=0$, although $G^1(ns,np)$ does not vanish. Hartree–Fock orbitals belong to a nonlocal operator that does not commute with $x_q$, so (16) must not be used to evaluate their Vinti integrals.

This part has proved the replacement (4) and the average (5), and has obtained the term dependence, the reversed sign for $s^2$–$p^2$ mixing and the hydrogenic limits. What remains is a numerical example, selenium, and the conditions under which the results hold.

All numerical values are calculated from the stated model.
